# The pSIC Polaron Functional and Its Forces

To relax a polaron in a supercell, one must choose the energy surface on which the atoms move. One choice is the self-consistent energy of the charged cell. The other is the energy of the neutral cell plus or minus a band-edge eigenvalue at the same distorted geometry. With a semilocal functional the two can disagree about whether a localized polaron exists at all. The second choice is the polaron self-interaction correction (pSIC) of Sadigh, Erhart and Åberg. Part of it follows from exact linearity of the energy in the electron number; the rest depends on assumptions about the neutral energy surface and the band-edge errors.

## Setting and theorem

Atomic units are used in the algebra. The nuclei are classical, with coordinates $R$, and $N$ is the electron number of the neutral insulator. A density-functional approximation (DFA) gives

$$E(N+\lambda;R)=\sum_a f_a\langle\phi_a|t|\phi_a\rangle+\int v_R n+E_{\rm Hxc}[n]+E_{\rm ion}(R),$$

with $n=\sum_a f_a|\phi_a|^2$. Here $t$ is the kinetic operator, $v_R$ the potential of the ions, taken as local, and $E_{\rm Hxc}$ the Hartree plus exchange-correlation energy. The orbitals obey $h\phi_a=\varepsilon_a\phi_a$, where $h=t+v_R+v_{\rm Hxc}[n]$.

The neutral cell has doubly occupied levels. An added electron ($\lambda>0$) enters the lowest empty level, with neutral-cell eigenvalue $\varepsilon_+$; a hole ($\lambda<0$) is made in the highest filled level, with eigenvalue $\varepsilon_-$.

**Assumptions.**

1. The edge level is nondegenerate, and the self-consistent solution varies smoothly with $R$ and, on each side of $\lambda=0$, with $\lambda$.
2. Exact energies at integer electron numbers are convex: $E_{\rm ex}(M+1)-E_{\rm ex}(M)$ does not decrease with $M$.
3. Up to a constant, the neutral DFA energy surface is the exact one.
4. The exact chemical potentials $\mu_\pm$ satisfy $\mu_\pm(R)=\varepsilon_\pm(R)+\Delta_\pm$, with $\Delta_\pm$ independent of $R$.

**Theorem.** Define, with the upper sign for an electron and the lower for a hole,

$$E_{\rm pSIC}(R;\pm1)=E(N;R)\pm\varepsilon_\pm(R).$$

Under assumptions 2 to 4 this equals the exact energy of the charged system up to a constant independent of $R$. Under assumption 1 its force is

$$F_{\rm pSIC}=F(N)\mp\frac{\partial\varepsilon_\pm}{\partial R}=F(N)\pm\left.\frac{\partial F}{\partial N}\right|_\pm ,\qquad F=-\frac{\partial E}{\partial R}.$$

The force formula is a property of the DFA and does not need assumptions 2 to 4.

## Linearity and the choice of slope

**Lemma 1.** For $0\le\lambda\le1$, $E_{\rm ex}(N+\lambda)=(1-\lambda)E_{\rm ex}(N)+\lambda E_{\rm ex}(N+1)$.

*Proof.* A fractional electron number is the average over an ensemble with probabilities $p_M$, where $\sum_Mp_M=1$ and $\sum_Mp_MM=N+\lambda$. Consider the straight line through the energies at $N$ and $N+1$,

$$\ell(M)=E_{\rm ex}(N)+(M-N)[E_{\rm ex}(N+1)-E_{\rm ex}(N)].$$

Convexity gives $E_{\rm ex}(M)\ge\ell(M)$ at every integer. Since $\ell$ is linear,

$$\sum_Mp_ME_{\rm ex}(M)\ge\sum_Mp_M\ell(M)=\ell(N+\lambda).$$

The choice $p_N=1-\lambda$, $p_{N+1}=\lambda$ attains the bound. ∎

The slope above $N$ is therefore $\mu_+=E_{\rm ex}(N+1)-E_{\rm ex}(N)$. Between $N-1$ and $N$ it is $\mu_-=E_{\rm ex}(N)-E_{\rm ex}(N-1)$. Both cases read

$$E_{\rm ex}(N\pm1;R)=E_{\rm ex}(N;R)\pm\mu_\pm(R).$$

Assumption 3 replaces the first term by $E(N;R)$ plus a constant. Assumption 4 replaces the second by $\pm\varepsilon_\pm(R)\pm\Delta_\pm$. This proves the first part of the theorem.

**Remark.** Linearity alone does not select the neutral-end DFA slope. A straight line joining the two DFA energies at integer charge is also linear, and it leaves the charged DFA energy unchanged. Assumption 4 makes the selection. If it fails while assumption 3 holds, the exact binding energy differs from the pSIC one by $\pm[\Delta_\pm(R_0)-\Delta_\pm(R_p)]$, where $R_0$ is the ideal and $R_p$ the polaron geometry.

## What pSIC removes from the DFA

**Lemma 2 (Janak's theorem).** At fixed $R$, $\partial E/\partial\lambda$ equals the eigenvalue of the level whose occupation changes.

*Proof.* Let that level be $L$, so $df_L/d\lambda=1$. Because $\delta E_{\rm Hxc}=\int v_{\rm Hxc}\,\delta n$, all terms combine into expectation values of $h$:

$$\frac{\partial E}{\partial\lambda}=\langle\phi_L|h|\phi_L\rangle+\sum_af_a\left(\langle\partial_\lambda\phi_a|h|\phi_a\rangle+\langle\phi_a|h|\partial_\lambda\phi_a\rangle\right).$$

The first term is $\varepsilon_L$. The sum is $\sum_af_a\varepsilon_a\,\partial_\lambda\langle\phi_a|\phi_a\rangle=0$, since the norms are fixed. ∎

For an electron, integration over $\lambda$ gives

$$E(N+1)-E(N)=\int_0^1\varepsilon(\lambda)\,d\lambda .$$

Subtracting $E_{\rm pSIC}-E(N)=\varepsilon(0)=\varepsilon_+$ leaves

$$E(N+1;R)=E_{\rm pSIC}(R;+1)+D(R),\qquad D=\int_0^1[\varepsilon(\lambda)-\varepsilon(0)]\,d\lambda. \tag{1}$$

$D$ is the deviation of the charged DFA energy from the straight line with neutral-end slope. To find its leading term, the density response is needed. Let $w=\delta v_{\rm Hxc}/\delta n$, a symmetric kernel, and let products imply integration over space. For real orbitals, first-order perturbation theory gives

$$\delta\phi_a=\sum_{b\ne a}\phi_b\frac{\langle\phi_b|\delta v|\phi_a\rangle}{\varepsilon_a-\varepsilon_b}.$$

Inserting this in $\delta n=2\sum_af_a\phi_a\delta\phi_a$ and averaging each term with its partner under $a\leftrightarrow b$ gives, at fixed occupations, $\delta n=\chi_0\delta v$ with

$$\chi_0(r,r')=\sum_{a\ne b}\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b}\,\phi_a(r)\phi_b(r)\phi_a(r')\phi_b(r').$$

**Lemma 3.** Let $\rho=|\phi_L|^2$ be the edge density and $\eta=\partial n/\partial N$ the one-sided Fukui function. Then

$$\eta=(1-\chi_0w)^{-1}\rho,\qquad K\equiv\frac{\partial\varepsilon}{\partial\lambda}=\langle\rho|w|\eta\rangle .$$

*Proof.* Adding $d\lambda$ electrons changes the density directly by $\rho\,d\lambda$. The total change $\eta\,d\lambda$ also changes the potential by $w\eta\,d\lambda$, to which the orbitals respond. Hence $\eta=\rho+\chi_0w\eta$, which gives the first result. First-order perturbation theory for the eigenvalue gives $d\varepsilon=\langle\rho|w\eta\rangle d\lambda$, the second. ∎

Since $\chi_0$ integrates to zero by orthogonality, $\int\eta=1$: screening redistributes charge without changing its amount. Expanding $\varepsilon(\lambda)=\varepsilon_++K\lambda+\dots$ and integrating yields

$$E(N+\lambda)=E(N)+\lambda\varepsilon_++\tfrac12K\lambda^2+\dots$$

So $D=K/2$ to leading order. This $K$ belongs to a functional of the total density, with the carrier shared equally between the spins. In a spin-polarized calculation the magnetization response adds a further term to $K$ and changes $D$, while $\varepsilon_\pm$ and the pSIC force of the closed-shell neutral cell stay the same. Writing $K=\langle\rho|(w^{-1}-\chi_0)^{-1}|\rho\rangle$ shows the sign. At the neutral solution $-\chi_0$ is non-negative, because filled levels lie below empty ones. If $w$ is positive definite, $K$ is then positive and the DFA energy is initially convex in the charge. For a hole, the same argument with decreasing $N$ gives $E(N-\lambda)=E(N)-\lambda\varepsilon_-+\frac12K_-\lambda^2+\dots$

**Delocalized carrier.** Let the edge density have the period of the primitive lattice in a supercell of $L$ primitive cells. Then $\rho$ and $\eta$ are of order $1/L$ in each cell. For a short-range kernel, $\langle\rho|w|\eta\rangle$ is a sum of $L$ terms of order $1/L^2$, so $K$ is of order $1/L$. The Coulomb part scales alike if the cell average of the potential is set to zero, since the density then has Fourier components only at reciprocal vectors of the primitive lattice. Thus $D$ vanishes for a delocalized carrier in a large cell but can stay finite for a localized one. This difference penalizes localization in the DFA.

**One-electron limit.** If $N=0$ and $v_{\rm Hxc}$ vanishes at zero density, $\varepsilon_+$ is an eigenvalue of $t+v_R$. Then $E_{\rm ion}+\varepsilon_+$ is the exact one-electron energy. The DFA adds $E_{\rm Hxc}$ of that electron's own density, apart from orbital relaxation. With other electrons present no such cancellation is guaranteed, and assumption 4 is needed.

## Forces from the eigenvalue gradient

**Lemma 4.** In a complete or geometry-independent basis,

$$\frac{\partial\varepsilon_\pm}{\partial R}=\int\eta_\pm\frac{\partial v_R}{\partial R}.$$

*Proof.* Write $v'=\partial v_R/\partial R$ and $n'=\partial n/\partial R$ for the neutral cell. The Hamiltonian changes both through the ions and through the neutral density, so

$$\frac{\partial\varepsilon}{\partial R}=\langle\rho|v'+wn'\rangle,\qquad n'=\chi_0(v'+wn').$$

The second equation gives $n'=(1-\chi_0w)^{-1}\chi_0v'$, hence

$$\frac{\partial\varepsilon}{\partial R}=\langle\rho|\,1+w(1-\chi_0w)^{-1}\chi_0\,|v'\rangle.$$

From $(1-w\chi_0)w=w(1-\chi_0w)$ follows $w(1-\chi_0w)^{-1}=(1-w\chi_0)^{-1}w$. The operator in the bracket is therefore

$$(1-w\chi_0)^{-1}[(1-w\chi_0)+w\chi_0]=(1-w\chi_0)^{-1}.$$

Since $w$ and $\chi_0$ are symmetric, its transpose is $(1-\chi_0w)^{-1}$. Moving it onto $\rho$ produces $\eta$. ∎

**Proof of the force formula.** By Lemma 2, $\varepsilon_\pm=\partial E/\partial N|_\pm$. Smoothness on the chosen side of $N$ permits the derivatives to be interchanged:

$$\frac{\partial\varepsilon_\pm}{\partial R}=\left.\frac{\partial}{\partial N}\frac{\partial E}{\partial R}\right|_\pm=-\left.\frac{\partial F}{\partial N}\right|_\pm .$$

Inserting this in $F_{\rm pSIC}=F(N)\mp\partial\varepsilon_\pm/\partial R$ completes the theorem. ∎

The interchange also holds for nonlocal pseudopotentials and atom-centred bases, provided $E$ is the variational energy in that basis and $F$ its full derivative, including Pulay terms. In the setting of Lemma 4, the ions feel the density $n\pm\eta_\pm$. Using $\rho$ instead of $\eta$ omits the change of the neutral density, and so of $v_{\rm Hxc}$, as the ions move.

A charge step $\delta>0$ gives both carriers' forces in one form:

$$F_{\rm pSIC}=F(N)+\frac{4F(N\pm\delta)-F(N\pm2\delta)-3F(N)}{2\delta}+O(\delta^2).$$

To check the coefficients, put $F(N\pm x)=F(N)+ax+bx^2+O(x^3)$. The numerator is $(4-2)a\delta+(4-4)b\delta^2+O(\delta^3)$, so the quotient is $a$, which equals $\pm\partial F/\partial N|_\pm$. The step must be small enough that the edge state does not mix strongly with its neighbours. At a degeneracy the edge energy can have a kink, and this single-state force is not defined.

In periodic cells, eigenvalues at different geometries need a common potential reference. Although the total energy is that of a neutral cell, the ionic distortion repeats with the supercell. Its long-range polarization can still cause a size error.

## A polaron on a ring

The first example has 32 sites and 32 electrons in the neutral state. Site energies alternate between $+5$ and $-5$ eV, and the matrix element between neighbours is $-1$ eV. The interaction energy is $\sum_i(\frac12Un_i^2-\frac34Cn_i^{4/3})$, with $U=4$ eV and $C=1$ eV. A local coordinate $q_i$ shifts the site energy by $-gq_i$, with $g=8$ eV/Å. The ionic energy is $\sum_i(\frac12kq_i^2+gn_i^{\rm ref}q_i)$, with $k=32$ eV/Å$^2$, where $n^{\rm ref}$ is the neutral density at $q=0$. The linear term makes $q=0$ a neutral equilibrium. These are round model parameters, and no long-range interaction is included.

Here $\partial v_i/\partial q_i=-g$, so the electron-polaron force is

$$F_i=-kq_i+g(n_i-n_i^{\rm ref})+g\eta_i .$$

Relaxation from a distortion seeded on one upper site gives a local minimum with central distortion 0.182 Å. Setting $F_i=0$ there gives $n_i-n_i^{\rm ref}+\eta_i=kq_i/g=0.727$. Since $\eta_i=0.651$, the neutral density at the centre has risen by 0.076 electrons.

The edge level falls from 5.113 to 4.326 eV, while distorting the neutral ring costs 0.499 eV. The binding energy relative to the undistorted ring is

$$E_b=[\varepsilon_+(R_0)-\varepsilon_+(R_p)]-[E(N;R_p)-E(N;R_0)]$$
$$=0.787-0.499=0.288\ {\rm eV}=0.0106\ {\rm hartree}.$$

For a hole the first bracket changes sign and contains $\varepsilon_-$.

The charged DFA reverses the verdict. Equation (1) at both geometries gives

$$E_b^{\rm DFA}=E_b+D(R_0)-D(R_p)=0.288+0.082-0.584=-0.215\ {\rm eV},$$

where the last digit reflects the unrounded values. When this geometry is relaxed with the DFA, the distortion spreads evenly, reaching 0.015 Å on each upper site. The disagreement comes from $D$, which is much larger for the localized state. The ring has no exact reference energy, so it shows the disagreement but not which surface is closer to the exact one.

In the ideal ring, $D$ falls from 0.166 to 0.082 to 0.040 eV as the number of sites goes from 16 to 32 to 64, close to the derived inverse-size law. Relaxation of the delocalized state is a second size effect. The carrier exerts forces of order $1/L$ on each of $L$ cells, so its harmonic relaxation energy is of order $L(1/L)^2=1/L$. In the 32-site DFA calculation this energy is 0.053 eV. The value 0.288 eV is measured from the undistorted ring, so no such relaxation energy enters it. If the delocalized state is relaxed on the pSIC surface with all cells kept equivalent, the binding energy measured from it is 0.235 eV. This reference is a stationary point but not a minimum: a small long-wave distortion of the upper sites lowers its pSIC energy.

At the polaron geometry $K=1.718$ eV, both from Lemma 3 and from energies at small charge. At $\lambda=0.25$ the quadratic term, 0.054 eV, is close to the deviation of 0.052 eV. At $\lambda=1$ it gives 0.859 eV against 0.584 eV, so higher orders matter. Between $\lambda=0.75$ and 1 the mean eigenvalue is

$$4.326+(0.5842-0.3795)/0.25=5.145\ {\rm eV},$$

near the band edge of the neutral ideal ring, 5.113 eV. In this range the occupied level has risen to the band and mixes with extended states: its weight on the central site falls from 0.82 at $\lambda=0$ to 0.39 at $\lambda=1$.

The gradient of the edge level with respect to the central coordinate is $-g\eta_i=-5.21$ eV/Å. Freezing the interaction potential gives $-g\rho_i=-8\times0.8175=-6.54$ eV/Å, about 26% too large in magnitude relative to the full gradient. The full pSIC force, for an electron and for a hole, agrees with energy differences on the sites examined and with fractional-charge forces on all sites.

## CO: consistent gradients, poor absolute energies

The second example is CO at a bond length of 1.13 Å, with the PBE functional and the 6-31G basis. The gradient of the highest occupied level is $-2.708$ eV/Å both from displaced geometries and from the charge derivative of the nuclear gradient. The neutral bond force is 4.399 eV/Å, positive towards a longer bond, so this length is not the equilibrium one at this level of theory. For a hole,

$$F_{\rm pSIC}=F(N)+\frac{\partial\varepsilon_-}{\partial R}=4.399-2.708=1.691\ {\rm eV/\AA}.$$

The agreement of the two gradients confirms the force identity. It does not make this the force on the actual cation: a spin-polarized PBE calculation of the cation gives 2.65 eV/Å at the same bond length.

The absolute energies differ too. The pSIC vertical ionization energy is $-\varepsilon_-=8.53$ eV, while the PBE energy difference, with a spin-polarized cation, is 13.70 eV. The second number is not exact either, since it keeps the errors of the functional and basis. The output lists instead a spin-restricted difference of 14.52 eV, with the hole kept in the seventh level. The gap of 5.2 eV between 8.53 and 13.70 eV shows how far the neutral-end slope can lie from the integer energy difference in a compact system.

This gap bears on polarons through assumption 4. A large edge error is harmless if it is the same at $R_0$ and $R_p$. If it changes as the state localizes, the change enters the binding energy in full, and its gradient enters the force. Agreement between eigenvalue gradients and charge derivatives cannot detect that error, because both belong to the same DFA. The numerical output below gives the remaining values.

## Computed values

```
sites in ring: 32
hopping 1.0 eV, site energies +-5.0 eV
interaction U 4.0 eV, C 1.0 eV
coupling g 8.0 eV/A, spring k 32.0 eV/A^2
neutral density, upper site: 0.1654 electrons
neutral density, lower site: 1.8346 electrons
ideal gap: 3.9988 eV
ideal LUMO: 5.1128 eV
polaron-geometry LUMO: 4.3263 eV
LUMO drop: 0.7865 eV
neutral-cell distortion cost: 0.4987 eV
pSIC binding: 0.2878 eV = 0.010577 hartree
distortion, centre: 0.1818 A
distortion, first neighbour: 0.0196 A
distortion, second neighbour: 0.0124 A
LUMO weight at centre: 0.8175
Fukui function at centre: 0.6510
LUMO gradient at centre, full: -5.2078 eV/A
LUMO gradient at centre, frozen potential: -6.5400 eV/A
curvature K, formula: 1.7179 eV
curvature K, from energies: 1.7179 eV
charge 0.25: deviation 0.0524 eV, K x^2/2 0.0537 eV
charge 0.50: deviation 0.1922 eV, K x^2/2 0.2147 eV
charge 0.75: deviation 0.3795 eV, K x^2/2 0.4832 eV
charge 1.00: deviation 0.5842 eV, K x^2/2 0.8589 eV
slope dE/dN at charge 0.30: 4.80195 eV
LUMO at charge 0.30: 4.80195 eV
DFA binding at pSIC geometry: -0.2148 eV
DFA relaxed distortion, upper sites: 0.0149 A
DFA spread over upper sites: 1.4e-08 A
DFA relaxation gain: 0.0527 eV
ideal ring, 16 sites: DFA minus pSIC 0.16630 eV
ideal ring, 32 sites: DFA minus pSIC 0.08158 eV
ideal ring, 64 sites: DFA minus pSIC 0.04034 eV
largest force error, energy differences: 2.4e-08 eV/A
largest force error, charge differences: 1.4e-07 eV/A
CO bond length: 1.130 A
CO fractional hole step: 0.02 electrons
CO HOMO gradient, displaced geometries: -2.7083 eV/A
CO HOMO gradient, charge derivative: -2.7080 eV/A
CO neutral bond force: 4.3989 eV/A
CO pSIC hole bond force: 1.6909 eV/A
CO minus HOMO eigenvalue: 8.525 eV
CO restricted total-energy difference: 14.517 eV
```
